# The dipole magnetic form factor and the finite-Q peak of Sm3+

For an ion with one open shell in a single multiplet \((L,S,J)\), the dipole approximation to the magnetic neutron form factor is

\[
f(Q)=\langle j_0\rangle+\frac{2-g}{g}\,\langle j_2\rangle ,\qquad
\langle j_k\rangle=\int_0^\infty R^2(r)\,r^2\,j_k(Qr)\,dr ,
\]

where \(g\) is the Landé factor, \(R\) the normalized radial function of the shell and \(j_k\) a spherical Bessel function. For Sm\(^{3+}\), \(g=2/7\) and the coefficient of \(\langle j_2\rangle\) is 6. This is large enough to make \(f\) rise from its value 1 at \(Q=0\), so that it peaks at finite \(Q\). The cause is a near cancellation of orbital and spin moments, which is lifted as \(Q\) grows because the spin part falls faster.

## What the neutron sees

Let \(\mathbf M(\mathbf Q)=\int e^{i\mathbf Q\cdot\mathbf r}\mathbf M(\mathbf r)\,d^3r\). The magnetic scattering amplitude depends on the part perpendicular to \(\mathbf Q\),

\[
\mathbf M_\perp=-\hat{\mathbf Q}\times(\hat{\mathbf Q}\times\mathbf M)=\mathbf M-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf M).
\]

Angular momenta \(\mathbf l,\mathbf s,\mathbf L,\mathbf S,\mathbf J\) are in units of \(\hbar\). The electron charge is \(-e\), and \(\mu_B=e\hbar/2m\). The treatment is nonrelativistic, and all electrons of the shell share the same \(R\).

The spin magnetization of one electron, in units of \(-\mu_B\), is \(2\mathbf s\) at the electron's position. The orbital part is defined through its current, \(\mathbf j=\nabla\times\mathbf M\). Integration by parts gives \(\mathbf j(\mathbf Q)=-i\mathbf Q\times\mathbf M(\mathbf Q)\), so \(\hat{\mathbf Q}\times\mathbf M=(i/Q)\,\mathbf j\) and

\[
\mathbf M_\perp^{\rm orb}=-\frac{i}{Q}\,\hat{\mathbf Q}\times\mathbf j(\mathbf Q),\qquad
\mathbf j(\mathbf Q)=-\frac{e}{2m}\sum_i\left(\mathbf p_ie^{i\mathbf Q\cdot\mathbf r_i}+e^{i\mathbf Q\cdot\mathbf r_i}\mathbf p_i\right).
\]

The commutator of \(\mathbf p\) with the exponential is proportional to \(\mathbf Q\), and \(\hat{\mathbf Q}\times\mathbf Q=0\). The two orderings are therefore equal after the cross product. Dividing by \(-\mu_B=-e\hbar/2m\) gives, in units of \(-\mu_B\),

\[
\mathbf M_\perp(\mathbf Q)=\sum_i e^{i\mathbf Q\cdot\mathbf r_i}\left[2\mathbf s_i-2\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf s_i)-\frac{2i}{\hbar Q}\,\hat{\mathbf Q}\times\mathbf p_i\right].
\tag{1}
\]

## First derivation: averaging over the direction of Q

**Isolating the dipole.** Decompose (1) into tensor operators of rank \(K\) acting on the electrons. Within the multiplet the rank-1 part is linear in \(\mathbf J\), by the Wigner–Eckart theorem. The vectors available are \(\mathbf J\), \(\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf J)\) and \(\hat{\mathbf Q}\times\mathbf J\). Inverting the electron coordinates turns (1) into the same operator at \(-\mathbf Q\). In a shell of definite parity the matrix elements are thus even in \(\mathbf Q\), which excludes \(\hat{\mathbf Q}\times\mathbf J\). Transversality fixes the remaining combination:

\[
\mathbf M_\perp^{(1)}=\mathbf D-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf D),\qquad \mathbf D\propto\mathbf J .
\]

Now average over the directions of \(\mathbf Q\), written as an overbar. Since \(\overline{\hat Q_a\hat Q_b}=\delta_{ab}/3\), the rank-1 part averages to \(\tfrac23\mathbf D\). The average of the whole operator has no preferred direction left except its own vector index, so it is a vector operator, and ranks other than 1 drop out. Hence

\[
\mathbf D(Q)=\tfrac32\,\overline{\mathbf M_\perp(\mathbf Q)} .
\tag{2}
\]

**The averages needed.** Put \(x=Qr\) and start from \(\overline{e^{i\mathbf Q\cdot\mathbf r}}=j_0(x)\). One gradient with respect to \(\mathbf r\), with \(j_0'=-j_1\), gives \(iQ\,\overline{\hat{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}}=-Qj_1\hat{\mathbf r}\), or

\[
\overline{\hat{\mathbf Q}\,e^{i\mathbf Q\cdot\mathbf r}}=i\,j_1(x)\,\hat{\mathbf r}.
\tag{3}
\]

A second gradient gives

\[
\overline{\hat Q_a\hat Q_b\,e^{i\mathbf Q\cdot\mathbf r}}=\frac{j_1}{x}(\delta_{ab}-\hat r_a\hat r_b)+j_1'\,\hat r_a\hat r_b .
\]

With \(j_1'=j_0-2j_1/x\) and \(3j_1/x=j_0+j_2\), the coefficient of \(\hat r_a\hat r_b\) is \(j_0-3j_1/x=-j_2\). Therefore

\[
\overline{\hat Q_a\hat Q_b\,e^{i\mathbf Q\cdot\mathbf r}}=\tfrac13(j_0+j_2)\,\delta_{ab}-j_2\,\hat r_a\hat r_b .
\tag{4}
\]

**Orbital part.** Inserting (3) in (2), for one electron,

\[
\frac32\left(-\frac{2i}{\hbar Q}\right)i\,j_1\,\hat{\mathbf r}\times\mathbf p
=\frac{3j_1(x)}{x}\,\frac{\mathbf r\times\mathbf p}{\hbar}=(j_0+j_2)\,\mathbf l .
\]

**Spin part.** Inserting (4) in (2),

\[
\tfrac32\left[2j_0\mathbf s-\tfrac23(j_0+j_2)\mathbf s+2j_2\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)\right]
=2j_0\,\mathbf s+j_2\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s\right].
\]

Summing over electrons and taking the common radial average, the complete rank-1 operator is

\[
\mathbf D=\langle j_0\rangle(\mathbf L+2\mathbf S)+\langle j_2\rangle(\mathbf L+\mathbf W),\qquad
\mathbf W=\sum_i\left[3\hat{\mathbf r}_i(\hat{\mathbf r}_i\cdot\mathbf s_i)-\mathbf s_i\right].
\tag{5}
\]

**Projection on J.** The Landé factor is defined by \(\mathbf L+2\mathbf S\to g\mathbf J\). Since \(\mathbf L=2\mathbf J-(\mathbf L+2\mathbf S)\) and \(2\mathbf S=2\mathbf J-2\mathbf L\),

\[
\mathbf L\to(2-g)\mathbf J,\qquad 2\mathbf S\to2(g-1)\mathbf J .
\tag{6}
\]

The dipole approximation drops \(\mathbf W\), as well as the higher ranks. Then \(\mathbf D=[g\langle j_0\rangle+(2-g)\langle j_2\rangle]\mathbf J\). Dividing by the value \(g\mathbf J\) at \(Q=0\) gives the stated \(f(Q)\).

## Second derivation: a magnetization density in real space

Here one constructs the density first and transforms it afterwards. Assume that the spin density is spherical and points along \(\mathbf J\). By (6), in units of \(-\mu_B\),

\[
\mathbf M_S(\mathbf r)=2(g-1)\,\mathbf J\,\frac{R^2(r)}{4\pi},
\]

and its transform is \(2(g-1)\mathbf J\langle j_0\rangle\).

For the orbital part, consider the particle current density \(\mathbf j_p(\mathbf r)\) and keep its part linear in \(\mathbf J\). In a shell of definite parity the current is odd under \(\mathbf r\to-\mathbf r\). Of \(\mathbf J\), \(\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf J)\) and \(\mathbf J\times\mathbf r\), only the last is odd, so \(\mathbf j_p=a(r)\,\mathbf J\times\mathbf r\): each spherical shell circulates like a rigid rotor.

The function \(a(r)\) follows from the angular momentum held between \(r\) and \(r+dr\). Because \(\mathbf l\) does not act on \(r\), this is \(\hbar(2-g)\mathbf J\,R^2r^2dr\). In terms of the current it is

\[
m\,a\,r^2dr\int\left[r^2\mathbf J-\mathbf r(\mathbf r\cdot\mathbf J)\right]d\Omega=\frac{8\pi}{3}\,m\,a\,r^4\,\mathbf J\,dr .
\]

Equating the two gives \(a=3\hbar(2-g)R^2/(8\pi m r^2)\).

Now seek a magnetization \(-\mu_B(2-g)\mathbf J\,u(r)\) whose curl is the electric current \(-e\,\mathbf j_p\). From \(\nabla\times(\mathbf Ju)=\nabla u\times\mathbf J=-(u'/r)\,\mathbf J\times\mathbf r\),

\[
\mu_B(2-g)\frac{u'}{r}=-e\,a=-\mu_B(2-g)\frac{3R^2}{4\pi r^2}
\quad\Rightarrow\quad u'=-\frac{3R^2}{4\pi r}.
\]

With \(u\to0\) at infinity,

\[
u(r)=\int_r^\infty R^2(r')\,r'^2\,\frac{3}{4\pi r'^3}\,dr' .
\tag{7}
\]

The factor \(3/(4\pi r'^3)\), present for \(r<r'\), is the density of a uniform ball of radius \(r'\) and unit content. An electron shell of radius \(r'\) thus has spin magnetization on its surface, while its circulating current is equivalent to a uniformly magnetized ball that fills it. The transform of the ball is

\[
\frac{3}{r'^3}\int_0^{r'}r^2j_0(Qr)\,dr=\frac{3j_1(Qr')}{Qr'}=j_0(Qr')+j_2(Qr'),
\]

because \(\frac{d}{dx}(x^2j_1)=x^2j_0\). The orbital part is \((2-g)\mathbf J(\langle j_0\rangle+\langle j_2\rangle)\). Adding the spin part and dividing by \(g\mathbf J\),

\[
f=\frac{(2-g)(\langle j_0\rangle+\langle j_2\rangle)+2(g-1)\langle j_0\rangle}{g}
=\langle j_0\rangle+\frac{2-g}{g}\langle j_2\rangle .
\tag{8}
\]

## What each derivation assumes

Both use a nonrelativistic shell of definite parity, a common radial function and a single \(J\) multiplet. Both treat the rank-1 orbital part without further approximation. The curl fixes \(\mathbf M\) only up to a gradient, but a gradient transforms into a vector along \(\mathbf Q\) and does not affect \(\mathbf M_\perp\).

They differ in the spin part. The first derivation produces \(\mathbf W\) and then discards it. The second never meets it, because it assumes a spherical spin density. The general rank-1 spin density, even in \(\mathbf r\), is

\[
\mathbf M_S=\frac{R^2}{4\pi}\left\{2(g-1)\mathbf J+c\left[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf J)-\mathbf J\right]\right\}.
\]

To find \(c\), apply the matrix \(3\hat r_a\hat r_b-\delta_{ab}\) and integrate over space. The left side becomes \(2\mathbf W\to2w\mathbf J\), which defines \(w\). On the right the first term averages to zero, and the square of the matrix is \(3\hat r_a\hat r_b+\delta_{ab}\), with average \(2\delta_{ab}\). Hence \(c=w\). By (4) with the roles of \(\hat{\mathbf Q}\) and \(\hat{\mathbf r}\) exchanged, the extra term transforms into \(-w\langle j_2\rangle[3\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf J)-\mathbf J]\), whose perpendicular part is \(+w\langle j_2\rangle\mathbf J_\perp\). This agrees with (5). With \(\mathbf W\) restored, the coefficient of \(\langle j_2\rangle\) is \((2-g+w)/g\).

The formula is therefore not a systematic expansion in \(Q\). The dropped \(\mathbf W\langle j_2\rangle\) is of order \(Q^2\), like the retained \(\mathbf L\langle j_2\rangle\), and a rank-3 term can enter at the same order.

Two limits are simple. For a half-filled shell with \(L=0\), \(g=2\) and \(f=\langle j_0\rangle\); \(\mathbf W\) vanishes because the spin density is spherical. For \(S=0\), \(g=1\) and \(f=\langle j_0\rangle+\langle j_2\rangle\), the pure orbital form factor. If \(g\to0\), the normalized \(f\) loses its meaning, but the amplitude \(gf\) stays finite. It tends to \(2\langle j_2\rangle\) in the dipole approximation and to \((2+w)\langle j_2\rangle\) with \(\mathbf W\) restored: an ion with \(J\neq0\) whose spin and orbital moments cancel would still scatter at finite \(Q\).

## Why Sm3+ peaks

Let \(C\) be the coefficient of \(\langle j_2\rangle\). At small \(x\), \(j_0\simeq1-x^2/6\) and \(j_2\simeq x^2/15\), so

\[
f\simeq1+Q^2\langle r^2\rangle\left(\frac{C}{15}-\frac16\right).
\tag{9}
\]

If \(C>5/2\), \(f\) rises from 1. Since it tends to zero at large \(Q\), it must have a maximum in between. For \(C=(2-g)/g\) with \(g>0\), the condition is \(g<4/7\).

The Hund ground state of \(4f^5\) has \(L=5\), \(S=5/2\), \(J=5/2\). From \(g=1+\mathbf S\cdot\mathbf J/J(J+1)\),

\[
g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}=1+\frac{8.75+8.75-30}{17.5}=\frac27,
\qquad C=\frac{12/7}{2/7}=6 .
\]

Measured along the net moment, which is opposite to \(\mathbf J\), the orbital part is \((2-g)J=4.286\,\mu_B\), the spin part is \(2(g-1)J=-3.571\,\mu_B\), and the sum is only \(0.714\,\mu_B\). The orbital part falls as \(1-x^2/10\), the spin part as \(1-x^2/6\), since a filled ball is more compact than its surface. The negative contribution is lost first, and the net amplitude grows.

Among the Hund ground states of \(4f^1\) to \(4f^5\), Sm\(^{3+}\) alone satisfies \(C>5/2\). Pm\(^{3+}\) comes nearest, with \(C=2.33\).

## The size of the neglected spin term

For Sm\(^{3+}\), \(w\) can be found by hand. At maximum spin \(S=n/2\) the spin state is symmetric under exchange, so each \(\mathbf s_i\) acts as \(\mathbf S/n\), here with \(n=5\). Then \(W_a=\frac15\sum_b\mathcal Q_{ab}S_b\), where within the \(L\) manifold

\[
\mathcal Q_{ab}=\sum_i(3\hat r_a\hat r_b-\delta_{ab})_i=\kappa\left[\tfrac32(L_aL_b+L_bL_a)-L(L+1)\delta_{ab}\right].
\]

Take \(M_L=5\), with orbitals \(m=3,2,1,0,-1\) occupied. For an f orbital the mean of \(3\cos^2\theta-1\) is proportional to \(12-3m^2\). At \(m=3\) the density varies as \(\sin^6\theta\), so \(\overline{\cos^2\theta}=1/9\) and the mean is \(-2/3\), which sets the factor to \(2/45\). The sum over the five orbitals is \(\frac{2}{45}(60-45)=\frac23\). The bracket for \(a=b=z\) is \(75-30=45\), so \(\kappa=2/135\).

Next project: \(w=\mathbf W\cdot\mathbf J/J(J+1)\) with \(\mathbf J=\mathbf L+\mathbf S\). Let \(\Lambda=\mathbf L\cdot\mathbf S=\frac12(8.75-30-8.75)=-15\). The commutation rules give

\[
\sum_{ab}(L_aL_b+L_bL_a)S_bS_a=2\Lambda^2+\Lambda,\qquad
\sum_a(L_aL_b+L_bL_a)L_a=\left[2L(L+1)-1\right]L_b .
\]

The spin contraction is \(\kappa[3\Lambda^2+\frac32\Lambda-L(L+1)S(S+1)]=\kappa(675-22.5-262.5)=390\kappa\). The orbital one is \(\kappa\Lambda[2L(L+1)-\frac32]=\kappa(-15)(58.5)=-877.5\kappa\). Hence

\[
w=\frac{1}{5}\cdot\frac{2}{135}\cdot\frac{390-877.5}{8.75}=-0.165,\qquad
\frac{2-g+w}{g}=5.42 .
\]

The same \(w\) results from the ground state built explicitly from \(4f^5\) determinants. The coefficient remains far above \(5/2\), so the peak survives.

## A worked curve

For the radial part take the model \(R\propto r^3e^{-\zeta r}\) with the round value \(\zeta=5/a_0\), where \(a_0\) is the Bohr radius. It is not a computed radial function of the ion. It gives \(\langle r^2\rangle=10\cdot9/(4\zeta^2)=0.90\,a_0^2\), and (9) yields an initial coefficient \(0.90\,(6/15-1/6)=0.21\,a_0^2\).

The dipole form factor peaks at \(Q=2.79/a_0\), or \(5.3\) Å\(^{-1}\). There \(\langle j_0\rangle=0.2725\) and \(\langle j_2\rangle=0.2283\), so

\[
f=0.2725+6\times0.2283=1.64 .
\]

In terms of moments, the orbital part has fallen from 4.286 to \(2.146\,\mu_B\), about half. The spin part has fallen in size from 3.571 to \(0.973\,\mu_B\), about 27%. The difference is \(1.17\,\mu_B\), against \(0.714\,\mu_B\) at \(Q=0\). For this radial form \(f\) depends on \(Q/\zeta\) alone: changing \(\zeta\) moves the peak in proportion and leaves its height unchanged. The height does depend on the shape of \(R\). A self-consistent nonrelativistic \(4f\) function (local exchange) with nearly the same \(\langle r^2\rangle\) gives a dipole maximum of about 1.49 near \(5.0\) Å\(^{-1}\), some 10% lower. The numbers in this section describe the model and are not values for the ion.

Restoring \(\mathbf W\) lowers the maximum to 1.51, at \(Q=2.71/a_0\). A calculation with all multipoles, for the state \(M=J\) and \(\mathbf Q\) perpendicular to the moment, gives 1.47 at the dipole peak position. Relative to that value the dipole approximation is about 12% too high. At \(Q=3/a_0\) the three values are 1.634, 1.497 and 1.453, so \(\mathbf W\) accounts for about three quarters of the discrepancy in this geometry. The higher ranks depend on direction: with \(\mathbf Q\) at \(60^\circ\), \(30^\circ\) and \(5^\circ\) from the moment, the all-multipole value at the dipole peak position is 1.52, 1.62 and 1.67, so near the axis the plain dipole value is the closer one. Near the first zero of \(f\), which lies between \(8/a_0\) and \(10/a_0\) in both calculations, the relative error is much larger: at \(Q=8/a_0\) the dipole value is 0.064 and the all-multipole value 0.038. Past this zero, at \(Q=10/a_0\), they are \(-0.027\) and \(-0.030\), and the relative difference is back to about 12%. The position of this zero belongs to the single-exponent model: the self-consistent \(4f\) function gives a dipole \(f\) of about 0.4 at \(8/a_0\) and 0.2 at \(10/a_0\).

The small net moment also makes Sm\(^{3+}\) sensitive to what the single-multiplet model omits. With the spin part held fixed, a 1% change in the orbital moment changes the total by 6%, since their ratio is \((2-g)/g\). Admixture of the \(J=7/2\) multiplet by crystal or exchange fields, and polarized conduction electrons in a metal, can therefore alter the normalized form factor appreciably. Intermediate coupling in the free ion, with typical Slater and spin-orbit parameters, already moves \(g\) to about 0.30 and \(C\) to about 5.7. The applied field matters more when the moment is induced in a paramagnetic ion. Between \(J=5/2\) and \(J=7/2\) the matrix elements of \(\mathbf L\) and \(\mathbf S\) are opposite, because \(\mathbf J\) has none, so this Van Vleck part has the dipole form factor \(\langle j_0\rangle-\langle j_2\rangle\). For a free ion with the \(J=7/2\) level about \(1060\) cm\(^{-1}\) up, the effective coefficient of \(\langle j_2\rangle\) falls to about \(5/2\) near 125 K and to about 1 at 300 K, where no peak remains. In such cases the separate orbital and spin amplitudes are a safer starting point than a fixed coefficient 6.

## Calculated quantities

```
Hund ground states: L, S, J, g, C=(2-g)/g, w, C_full
Ce3+: 3 0.5 2.5 g=0.8571 C=1.3333 w=+0.2286 C_full=1.6000
Pr3+: 5 1.0 4.0 g=0.8000 C=1.5000 w=+0.1156 C_full=1.6444
Nd3+: 6 1.5 4.5 g=0.7273 C=1.7500 w=+0.0386 C_full=1.8030
Pm3+: 6 2.0 4.0 g=0.6000 C=2.3333 w=-0.0424 C_full=2.2626
Sm3+: 5 2.5 2.5 g=0.2857 C=6.0000 w=-0.1651 C_full=5.4222
Model exponent zeta = 5.0 1/a0
Mean square radius <r^2> = 0.9000 a0^2
Sm3+ Q^2 coefficient of f, formula = 0.2100 a0^2
Sm3+ Q^2 coefficient, finite difference = 0.2099 a0^2
Sm3+ total moment g*J = 0.7143 mu_B
Sm3+ orbital part at Q=0 = 4.2857 mu_B
Sm3+ spin part at Q=0 = -3.5714 mu_B
Dipole peak position = 2.7912 1/a0
Dipole peak position = 5.275 1/angstrom
Dipole peak height f = 1.6424
<j0> at dipole peak = 0.2725
<j2> at dipole peak = 0.2283
Orbital part at dipole peak = 2.1465 mu_B
Spin part at dipole peak = -0.9733 mu_B
Peak with W restored: Q = 2.7085 1/a0, f = 1.5117
All multipoles, Q perp J, at dipole peak Q: 1.4690
All multipoles, largest on 0.25/a0 grid: Q = 2.75 1/a0, f = 1.4705
Q (1/a0), <j0>, <j2>, f dipole, f with W, f all multipoles (Q perp J)
 1.0   0.8595   0.0546   1.1872   1.1556   1.1475
 2.0   0.5342   0.1654   1.5267   1.4311   1.4042
 3.0   0.2138   0.2367   1.6339   1.4971   1.4525
 4.0   0.0168   0.2277   1.3829   1.2513   1.1989
 5.0  -0.0551   0.1655   0.9381   0.8425   0.7932
 6.0  -0.0563   0.0953   0.5157   0.4606   0.4211
 8.0  -0.0167   0.0134   0.0640   0.0562   0.0380
10.0  -0.0000  -0.0045  -0.0268  -0.0242  -0.0304
```
